Schiff's Theorem and the Nuclear Schiff Moment: Two Derivations

**The result**

Put an atom with N nonrelativistic electrons and a clamped point nucleus of charge Z in a uniform static electric field F. In a stationary state the mean total electric field at the nucleus is

⟨E⟩ = (1 − N/Z) F. (1)

For a neutral atom it is zero. A point nuclear electric dipole d, whose energy would be −d·⟨E⟩, therefore produces no energy shift linear in d. This is Schiff's theorem.

A nucleus of finite size can evade it, if its dipole is not distributed like a mere displacement of its charge. To first order in the parity-odd part of its charge density ρ, the lowest vector moment that survives in a neutral atom is the Schiff moment

S_k = (1/10) [ ∫ρ r² r_k d³r − (5/3Z) d_k ∫ρ r² d³r − (2/Z) Σ_j Q_kj d_j ], (2)

Q_kj = ∫ρ (r_k r_j − r² δ_kj/3) d³r.

For a small nucleus its energy in the atom is

ΔE = 4π S·∇n(0), (3)

where n is the electron number density. This is the contribution of the vector moment. An octupole moment of the same order in the nuclear size adds to it when the odd part of n has an l = 3 component, as in the n = 3 Stark states of hydrogen.

**Conventions and Hamiltonian**

Atomic units are used: the electron has charge −1 and mass 1. The origin is the centre about which the nuclear density splits into an even part ρ_e and a small odd part ρ_o. Then

∫ρ_e d³r = Z, d = ∫ρ_o r d³r.

The potentials of the two parts are φ_e and φ_o, with

φ(r) = ∫ρ(x)/|r − x| d³x.

An electron at r has energy −φ(r) + F·r, and the nuclear dipole has energy −d·F in the applied field. With the nucleus clamped,

H = Σ_i [p_i²/2 − φ_e(r_i) − φ_o(r_i) + F·r_i] + Σ_{i<j} 1/r_ij − d·F. (4)

The nucleus enters as a static charge density with a fixed orientation, so nuclear excitation is left out. Magnetic interactions are also left out. A uniform field allows tunnelling, so an atom in it has no strictly bound state. The statements below hold order by order in F, or for a long-lived state when tunnelling is neglected.

For a point nucleus φ_e = Z/r and φ_o = d·r/r³. An electron at r_i produces the field r_i/r_i³ at the origin: its charge is negative, so the field there points towards the electron. Hence

E = F + E_el, E_el = Σ_i r_i/r_i³, (5)

and the terms of H that contain d combine into −d·E, as they should.

**First derivation: balance of forces**

Let Ψ be a normalized eigenstate of H without its odd nuclear part. Translate all electrons together by a small vector a:

Ψ_a(r_1, …, r_N) = Ψ(r_1 − a, …, r_N − a).

The energy ⟨Ψ_a|H|Ψ_a⟩ is stationary at a = 0. Its derivative is 2 Re⟨∂Ψ_a|H|Ψ⟩ = 2E Re⟨∂Ψ_a|Ψ⟩, where E is the eigenvalue, and this is the eigenvalue times the derivative of the norm, which is zero. The argument needs ∇Ψ to have finite kinetic energy. At a Coulomb cusp ∇Ψ contains the unit vector r/r, whose derivatives grow as 1/r. Their square is integrable in three dimensions, so the requirement is met.

Now compute the same derivative term by term. The translation changes neither the kinetic energy nor the distances r_ij. It replaces r_i by r_i + a in the one-electron potentials. Stationarity therefore gives

−⟨Σ_i ∇φ_e(r_i)⟩ + N F = 0. (6)

For a point nucleus ∇φ_e = −Z r/r³, and (6) becomes

Z⟨E_el⟩ + N F = 0. (7)

Thus ⟨E_el⟩ = −(N/Z)F, and adding F gives (1). The electrons repel one another, but those forces cancel in the sum. What remains is the force of the applied field on the electrons, balanced by the force of the nucleus on them.

If several states are degenerate, (7) holds for every normalized superposition of them. A Hermitian matrix whose expectation value vanishes in every vector is zero. The entire matrix of −d·E in a degenerate level of a neutral atom therefore vanishes, and degenerate perturbation theory gives no linear shift either.

The clamp can be released for a neutral atom. With the total momentum zero and the r_i measured from a nucleus of mass M, the internal Hamiltonian gains the term (Σ_i p_i)²/2M. A common translation leaves it unchanged, and the field still couples through F·Σ_i r_i, so the result stands. A free ion accelerates in the field, with mean acceleration (Z − N)F/(M + N). The force Z⟨E⟩ on its nucleus must equal M times this, so ⟨E⟩ = (1 − N/Z) F M/(M + N). For a heavy nucleus this is close to the clamped-ion value in (1).

Next restore the finite size. First-order perturbation theory in ρ_o gives

ΔE = −d·F − ⟨Σ_i φ_o(r_i)⟩. (8)

For N = Z, equation (6) says that F = (1/Z)⟨Σ_i ∇φ_e(r_i)⟩. Insert this in the first term:

ΔE = −⟨Σ_i φ_eff(r_i)⟩, φ_eff = φ_o + (1/Z) d·∇φ_e. (9)

The direct coupling of the dipole to F has been absorbed into an effective potential. For a point nucleus φ_o = −d·∇(1/r) and φ_e = Z/r, so φ_eff = 0 and the theorem is recovered.

For an extended nucleus φ_eff is the potential of the density

ρ_eff = ρ_o + (1/Z) d·∇ρ_e. (10)

This density is odd, so it has no charge and no quadrupole. Integration by parts gives its dipole:

∫ρ_eff r_k d³r = d_k − (d_k/Z) ∫ρ_e d³r = 0.

The first moments that can survive are of third order,

T_ijk = ∫ρ_eff r_i r_j r_k d³r.

Expanding 1/|r − x| in x, the third-order term of the potential is

φ_eff = −(1/6) Σ_ijk T_ijk ∂_i∂_j∂_k (1/r). (11)

Separate T into a traceless octupole and a vector part built from t_i = Σ_j T_ijj. The vector part is

(1/5)(t_i δ_jk + t_j δ_ik + t_k δ_ij).

The factor 1/5 is fixed by the trace over j and k, which gives (3t_i + t_i + t_i)/5 = t_i. In (11) the three terms contribute equally. With ∇²(1/r) = −4πδ(r),

φ_eff → −(1/6)(3/5) t·∇[−4πδ(r)] = 4π (t/10)·∇δ(r). (12)

So S = t/10. To evaluate t, integrate the second term of (10) by parts:

t_k = ∫ρ_eff r² r_k d³r
= ∫ρ_o r² r_k d³r − (1/Z) Σ_j d_j ∫ρ_e (r² δ_jk + 2 r_j r_k) d³r.

Write ∫ρ_e r_j r_k d³r = Q_kj + (δ_jk/3)∫ρ_e r² d³r. The coefficient of d_k∫ρ_e r² d³r is then −(1 + 2/3)/Z = −5/(3Z), and the remainder is −(2/Z) Σ_j Q_kj d_j. This is (2). By parity ρ_o and ρ_e may each be replaced there by the full ρ, at first order.

Finally, put (12) into (9):

ΔE = −∫ n 4πS·∇δ d³r = 4π S·∇n(0).

The last sign comes from moving the derivative from the delta function to n. The octupole part of T is of the same order in the nuclear size. It drops out when the odd part of n is a pure vector, proportional to F·r times a function of r, as in the linear response of a spherical atom.

**Second derivation: moving to the charge centre**

The second route changes coordinates in the Hamiltonian before any state is chosen. The centre of nuclear charge lies at c = d/Z. Measure the electrons from there, r_i = s_i + c. Momenta and mutual distances are unchanged, while

Σ_i F·r_i = Σ_i F·s_i + (N/Z) d·F.

The Hamiltonian (4) becomes

H = Σ_i [p_i²/2 − φ′(s_i) + F·s_i] + Σ_{i<j} 1/s_ij − (1 − N/Z) d·F, (13)

where φ′ is the potential of the shifted density ρ′(s) = ρ(s + c). No expansion has been made. For a neutral atom the last term is absent, and ρ′ has no dipole because its origin is its own charge centre. The nuclear dipole has disappeared from the problem, and any effect of ρ_o must come through other moments.

To recover the point theorem, let the nucleus be a narrow even charge cloud displaced rigidly by c. Seen from its charge centre it is the same even cloud for every c. Its energy can then depend on d = Zc only through the last term of (13):

E(d) = E(0) − (1 − N/Z) d·F.

Seen from the fixed origin, the displacement adds an odd density −c·∇ρ_e with dipole d. As the cloud shrinks to a point, its first-order energy becomes −d·⟨E⟩. Comparing the terms linear in d gives (1) again.

The same step can be written with operators. Let P = Σ_i p_i, and let H_0 be the Hamiltonian with a point nucleus and no dipole. Since [p, V] = −i∇V,

i[P, H_0] = Z E_el + N F. (14)

For N = Z the right side is Z E. With G = −d·P/Z,

exp(iG) H_0 exp(−iG) = H_0 + i[G, H_0] + … = H_0 − d·E + …, (15)

where the omitted terms are of second order in d. The point-dipole coupling is, to first order, a displacement of H_0, and a displacement does not change eigenvalues.

Equation (14) also shows where a static field matters. In a time-dependent state dP/dt = −i[P, H_0], so for a neutral atom with a clamped nucleus

⟨E⟩ = −(1/Z) d⟨P⟩/dt.

The mean field at the nucleus vanishes when the mean electron momentum is constant, but not at each instant of a driven motion.

For an extended nucleus, expand ρ′ to first order in the odd density:

ρ′ = ρ_e + ρ_o + c·∇ρ_e.

The perturbation is odd and has no dipole. Let φ′_o be its potential. Near a small nucleus the odd part of the electron density is g·s, with g = ∇n(0). Apart from the octupole contribution noted in the first derivation, the energy is therefore

ΔE = −Σ_k g_k ∫ s_k φ′_o(s) d³s. (16)

This integral can be found without a multipole series. The function s² s_k satisfies

∇²(s² s_k) = 6 s_k + 4 s_k = 10 s_k,

where 6 s_k comes from ∇²s² and 4 s_k from the cross term 2∇s²·∇s_k. Apply Green's theorem on a large sphere and use ∇²φ′_o = −4πρ′_o:

∫ s_k φ′_o d³s = (1/10) ∫ s² s_k ∇²φ′_o d³s = −(4π/10) ∫ρ′_o s² s_k d³s. (17)

The surface terms vanish because φ′_o has no dipole tail, and an octupole tail is orthogonal to s_k on the sphere. Comparing (16) and (17) with (3) gives

S = (1/10) ∫ρ′ s² s d³s. (18)

The Schiff moment is one tenth of the third-order vector moment about the charge centre. To return to the original origin, put s = r − c and keep terms linear in c:

s² s = r² r − 2(c·r) r − r² c + ….

Averaging the last two terms over ρ_e gives −2Qc − (2/3)c∫ρ_e r² d³r − c∫ρ_e r² d³r. With c = d/Z this is again (2).

**What each derivation assumes**

Both use a static nuclear density, instantaneous Coulomb forces and a uniform static field. The difference lies in where stationarity enters. The first derivation needs an eigenstate from the start, since the force balance (6) is a property of that state. In return it gives the mean field itself, handles the Coulomb cusp through an energy functional, and shows which two forces cancel.

The second needs no eigenstate to remove the dipole. Equation (13) holds for any size of d and displays the ionic remainder at once. Its point-nucleus form is more delicate: the second-order terms in (15) contain second derivatives of 1/r, so (15) is used here for the linear term alone. The narrow cloud avoids that difficulty.

Both routes need the nucleus to be small when ΔE is reduced to a gradient at one point. The potential φ_eff in (9) does not need this. If n has more structure across the nucleus than a constant gradient, (9) should be evaluated with the full density.

The translation argument also shows what would break the theorem. A magnetic coupling between the electrons and the nuclear moment depends on r_i measured from the position of that moment. Moving to the charge centre changes it by a term linear in c, and this term need not cancel. Relativistic kinetic energy alone does not have this effect: the Dirac term α·p times the speed of light, with α the Dirac matrices, also commutes with P. For an extended nucleus the dipole is therefore still removed, although the density near the nucleus, and with it the use of (3), changes. For a heavy nucleus the change is large. For one electron bound to Z = 80 with a Gaussian width of 4.45 fm, the Dirac density gradient at the nucleus is about 4.6 times the nonrelativistic one. Equation (9) then lies about 10 to 15 per cent below (3) for the two shapes with nonzero S used below.

**A one-electron neutral atom**

Take Z = N = 1 with F along z, and ψ_0 = e^{−r}/√π. The first-order wavefunction ψ_1 must satisfy

(h_0 − E_0) ψ_1 = −F z ψ_0, h_0 = p²/2 − 1/r.

Try ψ_1 = fψ_0. Since ∇ψ_0 = −(r/r)ψ_0, the left side is ψ_0(−∇²f/2 + ∂f/∂r). Choose f = −F z(1 + r/2). From ∇²(zr) = 4z/r follows ∇²f = −2Fz/r, and ∂f/∂r = −F(z/r + z). The sum is

Fz/r − Fz/r − Fz = −Fz,

as required. The first-order density is

n_1 = 2ψ_0ψ_1 = −(2F/π) z (1 + r/2) e^{−2r}. (19)

The electronic field at a point nucleus follows by integrating n_1 z/r³, with the angular average z² → r²/3:

⟨E_el⟩ = −(8F/3) ∫_0^∞ (r + r²/2) e^{−2r} dr = −(8F/3)(1/4 + 1/8) = −F.

It cancels the applied field. Diagonalization at finite F gives the same cancellation, to the printed accuracy, for the ground state and for the lowest n = 2 Stark state. For a one-electron ion with Z = 2 the total field is 0.500 F, as (1) requires. A one-dimensional model with two repelling electrons and a softened Coulomb attraction tests the cancellation of internal forces. The total field is zero within 5 × 10⁻⁶ F for Z = 2, with and without a nuclear mass term, and 0.3333 F for Z = 3.

From (19), ∂n/∂z at the nucleus is −2F/π. Equation (3) then gives

ΔE = −8 S F, d_atom = 8 S, (20)

with d_atom defined by ΔE = −d_atom F and S in atomic units.

Now give the nucleus an even density proportional to exp(−r²/b²), for which ⟨r²⟩ = 1.5 b². The subtraction in (2) is (5/3)(1.5) = 2.5 in units of b²d, and Q = 0. Three odd densities with the same dipole d show what S measures.

- A rigid displacement has odd part proportional to r cosθ exp(−r²/b²) and third moment 2.5 b²d. Hence S = 0.
- An odd part proportional to r³ cosθ exp(−r²/b²) has third moment 3.5 b²d. Hence S = (3.5 − 2.5)b²d/10 = 0.1 b²d.
- A point dipole at the centre has third moment zero. Hence S = −0.25 b²d.

Equal dipoles thus give a zero, a positive and a negative Schiff moment. What counts is how the dipole is distributed relative to the charge.

These predictions were compared with a direct solution of (8), in which the dipole was not transformed away. The nuclei were made very large so that the remainder could be resolved. At b = 0.02 bohr the second shape should give −8 × 0.1 × (0.02)² = −3.20 × 10⁻⁴ in units of dF. The direct result is −3.03 × 10⁻⁴, a ratio of 0.947. At b = 0.04 and 0.01 bohr the ratios are 0.897 and 0.974. The deviation from one roughly halves with b, and the extrapolated ratio is 1.000. The point dipole gives shifts of the opposite sign and also extrapolates to 1.000. The rigid displacement gives no shift above 10⁻⁶ dF.

At a nuclear scale, choose b = 2 fm, d = 0.01 e fm and the second shape, still with Z = 1. These are model parameters. Then

S = 0.1 × (2 fm)² × 0.01 e fm = 0.0040 e fm³.

With the Bohr radius a_0 = 52917.72 fm, equation (20) becomes

d_atom = 8S/a_0² = 8 × 0.0040 e fm³/(52917.72 fm)² = 1.14 × 10⁻¹¹ e fm = 1.14 × 10⁻²⁴ e cm.

This is the electrostatic remainder alone, and in a real light atom it need not be the leading effect. The magnetic term left out of (4) has the scale of the squared fine-structure constant divided by the nuclear mass, about 3 × 10⁻⁸ for a proton. A fixed classical point moment of the proton's size at the origin, with the electron spin aligned, gives about 6 × 10⁻⁸ d. Within the electrostatic model the atom shows 1.14 × 10⁻⁹ of the nuclear dipole. This factor is 0.8 (b/a_0)²: the square of the nuclear size over the atomic size, times a number set by the shape of the odd charge density and the response of the electron. The numerical output below gives the values at each width.

Values computed for the example and the checks

```
One electron, point nucleus (atomic units)
Z=1 ground: F = 0.005, energy = -0.500056 hartree
  electronic field/F = -1.000000, total/F = -0.000000
Z=1 lowest n=2 Stark: F = 0.001, energy = -0.128086 hartree
  electronic field/F = -1.000000, total/F = 0.000000
Z=2 ion ground: F = 0.005, energy = -2.000004 hartree
  electronic field/F = -0.500000, total/F = 0.500000
Two electrons, 1D soft-Coulomb model, F = 0.02 a.u.
Z = 2, electron/nuclear mass = 0.0: total/F = 0.000001
Z = 2, electron/nuclear mass = 0.1: total/F = 0.000004
Z = 3, electron/nuclear mass = 0.0: total/F = 0.333333
Density gradient at nucleus / F = -0.6366 a.u.
Atomic dipole / Schiff moment = 8.000 a.u.
Cluster test, largest moment difference = 4.6e-08 a.u.
Moments per unit dipole, even Gaussian density, units of b^2
rigid displacement: <r^2> = 1.5000, r^2 r moment = 2.5000, S = 0.0000
r^3 cos shape: <r^2> = 1.5000, r^2 r moment = 3.5000, S = 0.1000
point dipole: <r^2> = 1.5000, r^2 r moment = 0.0000, S = -0.2500
Direct energy shift / (d F), and its ratio to -8 S F
b = 0.04 bohr: rigid displacement |shift| below 1e-6: True
  r^3 cos shape: shift = -1.1485e-03, ratio = 0.8972
  point dipole:  shift = 2.9327e-03, ratio = 0.9165
b = 0.02 bohr: rigid displacement |shift| below 1e-6: True
  r^3 cos shape: shift = -3.0318e-04, ratio = 0.9474
  point dipole:  shift = 7.6603e-04, ratio = 0.9575
b = 0.01 bohr: rigid displacement |shift| below 1e-6: True
  r^3 cos shape: shift = -7.7883e-05, ratio = 0.9735
  point dipole:  shift = 1.9573e-04, ratio = 0.9787
Ratios extrapolated to b = 0: 1.0003 and 1.0001
Nuclear-scale model, Z = 1, r^3 cos odd density
b = 2.0 fm, nuclear dipole = 0.01 e fm, bohr = 52917.72 fm
Schiff moment = 4.0000e-03 e fm^3
Atomic dipole = 1.1427e-11 e fm = 1.1427e-24 e cm
Atomic dipole / nuclear dipole = 1.1427e-09
```
